# Two-terminal resistance of a square Hall plate by duality and conformal mapping, part 1

(Sections cited here and not found follow in the second part.)

## First half: the resistance from field-current duality

A homogeneous, isotropic square plate lies in a perpendicular magnetic field. Two opposite sides are perfect contacts over their full width, and the other two sides are insulating. Its two-terminal resistance is

$$R=s,\qquad s=\sqrt{\rho_{xx}^2+\rho_{xy}^2}, \tag{1}$$

where $\rho_{xx}$ and $\rho_{xy}$ are the components of the sheet resistivity, in ohms, at the field in question. The size of the square does not enter.

### The problem

The plate occupies $0<x<L$, $0<y<L$. Let $\mathbf E$ be the in-plane electric field and $\mathbf J$ the current per unit width. The current is steady, and transport is linear and local:

$$\mathbf E=\rho\,\mathbf J .$$

"Isotropic" means that the material looks the same after a rotation in the plane. A quarter turn acts on a vector as

$$\mathcal R(v_x,v_y)=(-v_y,\,v_x),$$

so isotropy requires $\mathcal R\rho=\rho\mathcal R$. Written out, this condition is

$$\begin{pmatrix}-\rho_{yx}&-\rho_{yy}\\ \rho_{xx}&\rho_{xy}\end{pmatrix}=\begin{pmatrix}\rho_{xy}&-\rho_{xx}\\ \rho_{yy}&-\rho_{yx}\end{pmatrix},$$

which gives $\rho_{yy}=\rho_{xx}$ and $\rho_{yx}=-\rho_{xy}$. Therefore

$$\rho=\begin{pmatrix}\rho_{xx}&\rho_{xy}\\-\rho_{xy}&\rho_{xx}\end{pmatrix}. $$

Multiplication shows that $\rho\rho^{T}=s^2\mathbf 1$, because the off-diagonal entries are $-\rho_{xx}\rho_{xy}+\rho_{xy}\rho_{xx}=0$. The conductivity $\sigma=\rho^{-1}$ is therefore

$$\sigma=\frac{\rho^{T}}{s^2},\qquad \sigma^{T}=\frac{\rho}{s^2}. \tag{2}$$

Apart from a constant factor, the inverse of the resistivity is its transpose, and transposition reverses the sign of the Hall term. The whole derivation rests on this property.

The Hall term does no work, since $\mathbf E\cdot\mathbf J=\rho_{xx}(J_x^2+J_y^2)$. I take $\rho_{xx}>0$. The equations and edge conditions are

$$\partial_xE_y-\partial_yE_x=0,\qquad \partial_xJ_x+\partial_yJ_y=0,$$

$$E_y=0\ \text{ at } x=0,L;\qquad J_y=0\ \text{ at } y=0,L. \tag{3}$$

The first edge condition says that a perfect contact is an equipotential, and the second that no current leaves through a free edge. With $\mathbf E=-\nabla\phi$, let $\phi=V$ on the left contact and $\phi=0$ on the right one. Let $I$ be the current from left to right, so that $R=V/I$.

### One solution for each voltage

The proof compares two solutions, so it needs uniqueness. The fields admitted are those with finite total dissipation. Suppose that $\phi_1$ and $\phi_2$ both solve the problem with the same $V$, and let $w=\phi_1-\phi_2$. The current belonging to $w$ is $\mathbf j=-\sigma\nabla w$. Since $\nabla\cdot\mathbf j=0$, the divergence theorem gives

$$\int \nabla w\cdot\mathbf j\;dx\,dy=\oint w\,\mathbf j\cdot\mathbf n\;dl=0 .$$

The edge integral vanishes because $w=0$ on the contacts and $\mathbf j\cdot\mathbf n=0$ on the free edges. The left side equals $-\rho_{xx}\int|\mathbf j|^2dx\,dy$. Hence $\mathbf j=0$, so $w$ is constant, and the constant is zero because $w$ vanishes on the contacts.

The field may diverge at a corner, where a contact meets a free edge. Cut out a quarter circle of radius $r$ around the corner, and let $A=\int|\mathbf j|\,dl$ and $D(r)=\int|\mathbf j|^2dl$ along the arc. The arc has length $\pi r/2$, so the Cauchy-Schwarz inequality gives $A^2\le(\pi r/2)\,D(r)$. One end of the arc lies on a contact, where $w=0$, and $|\nabla w|=s|\mathbf j|$, so $|w|\le sA$ on the arc. The extra edge integral is therefore at most $sA^2\le(\pi s/2)\,r\,D(r)$. Finite dissipation means that $\int_0D(r)\,dr$ is finite. Then $r\,D(r)$ cannot stay above a positive constant as $r\to0$, because $\int_0dr/r$ diverges. Hence there are arbitrarily small radii for which the extra integral is as small as we like, and it drops out. For the homogeneous plate the second half constructs a solution, so existence is not left open.

The same theorem applied to $\phi$ itself gives the energy balance. Only the left contact contributes, and its outward normal is $-\hat{\mathbf x}$:

$$\int\mathbf E\cdot\mathbf J\,dx\,dy=-\oint\phi\,\mathbf J\cdot\mathbf n\,dl=V\int_0^LJ_x(0,y)\,dy=VI .$$

It follows that $R>0$.

### The dual fields

Because $\nabla\cdot\mathbf J=0$ and the plate has no holes, there is a stream function $\psi$ with

$$J_x=\partial_y\psi,\qquad J_y=-\partial_x\psi .$$

On a free edge $J_y=0$, so $\psi$ is constant along it. Set $\psi=0$ on the lower edge. The current through any vertical cut is $\int_0^LJ_x\,dy=\psi(x,L)-\psi(x,0)$, so $\psi=I$ on the upper edge.

Now define new fields by turning the old ones through a right angle and exchanging their roles:

$$\mathbf E'=s\,\mathcal R\mathbf J,\qquad \mathbf J'=\frac1s\,\mathcal R\mathbf E. \tag{4}$$

The factor $s$ is a sheet resistance, so $\mathbf E'$ has the unit of a field and $\mathbf J'$ that of a current per width. These fields obey the equations of a conducting plate, for three reasons.

First, $\mathbf E'$ is a gradient and hence free of curl:

$$\mathbf E'=s(-J_y,J_x)=s(\partial_x\psi,\partial_y\psi)=s\nabla\psi .$$

Second, $\mathbf J'$ is free of divergence because $\mathbf E$ is free of curl:

$$\nabla\cdot\mathbf J'=\frac1s\left(-\partial_xE_y+\partial_yE_x\right)=0 .$$

Third, the two are linked by a local law. Inserting $\mathbf E=\rho\mathbf J$, commuting $\mathcal R$ with $\rho$, and using (2) gives

$$\mathbf J'=\frac1s\mathcal R\rho\mathbf J=\frac1s\rho\,\mathcal R\mathbf J=\frac{\rho}{s^2}\mathbf E'=\sigma^{T}\mathbf E'. \tag{5}$$

The dual plate thus has the same $\rho_{xx}$ and the opposite $\rho_{xy}$. Physically it is the same plate in the reversed magnetic field.

The edges exchange roles as well. At $x=0,L$ we have $J'_x=-E_y/s=0$, so the old contacts have become insulating. At $y=0,L$ we have $E'_x=-sJ_y=0$, so the old free edges have become contacts. The voltage drop from the lower to the upper edge, and the current in the same direction, are

$$V'=\int_0^LE'_y\,dy=s\int_0^LJ_x\,dy=sI,\qquad I'=\int_0^LJ'_y\,dx=\frac1s\int_0^LE_x\,dx=\frac Vs .$$

The dual resistance is therefore

$$R'=\frac{V'}{I'}=\frac{s^2I}{V}=\frac{s^2}{R}. \tag{6}$$

### Reflection in the diagonal

The dual plate differs from the original in two ways: its contacts lie at the bottom and top, and its Hall term has the opposite sign. Reflection in the diagonal $x=y$ removes both differences. Define

$$\hat E_x(x,y)=E'_y(y,x),\qquad \hat E_y(x,y)=E'_x(y,x),$$

and define $\hat{\mathbf J}$ from $\mathbf J'$ in the same way. A reflection keeps a curl-free field curl-free and a divergence-free field divergence-free. It exchanges the indices $x$ and $y$ of the conductivity, so

$$\hat\sigma_{xy}=(\sigma^{T})_{yx}=\sigma_{xy},\qquad \hat\sigma_{xx}=(\sigma^{T})_{yy}=\sigma_{xx}.$$

The reflected fields therefore belong to the original material. Their contacts lie at $x=0$ and $x=L$, their voltage is $sI$ and their current is $V/s$. By uniqueness and linearity, the ratio of voltage to current in this plate is always $R$. Hence

$$R=\frac{sI}{V/s}=\frac{s^2}{R},\qquad R^2=s^2 .$$

Since $R>0$, this is (1).

A finite-element solution of (3) that makes no use of duality tests the result. With $\rho_{xx}=1\ \Omega$ and $\rho_{xy}=0.25$, $1$ and $2\ \Omega$ it gives $1.03078$, $1.41427$ and $2.23613\ \Omega$. Formula (1) gives $1.03078$, $1.41421$ and $2.23607\ \Omega$.

### What the fields look like

The argument gives more than a resistance. Since $R=s$, the reflected voltage is $sI=V$, so the reflected state has the same voltage as the original. By uniqueness the two states coincide, $\hat{\mathbf E}=\mathbf E$. With (4) this reads

$$E_x(x,y)=s\,J_x(y,x),\qquad E_y(x,y)=-s\,J_y(y,x). \tag{7}$$

In terms of potentials, $\phi(x,y)=V-s\,\psi(y,x)$. The equipotentials are the mirror images of the streamlines. In the numerical solution for $\rho_{xy}=\rho_{xx}$, the two sides of (7) differ by at most $6\times10^{-4}$ of the mean field $V/L$, over the region $0.1<x/L,\,y/L<0.9$.

On the diagonal $x=y$, (7) relates field and current at the same point. By (2), $J_x=(\rho_{xx}E_x-\rho_{xy}E_y)/s^2$. Inserting this in $E_x=sJ_x$ gives $sE_x=\rho_{xx}E_x-\rho_{xy}E_y$. With the Hall angle $\theta$ defined by $\rho_{xx}=s\cos\theta$ and $\rho_{xy}=s\sin\theta$,

$$\frac{E_y}{E_x}=\frac{\rho_{xx}-s}{\rho_{xy}}=-\frac{1-\cos\theta}{\sin\theta}=-\tan\frac\theta2 .$$

In a long bar the free edges force the current to run along the bar, and the field tilts by the full angle $\theta$. In a wide, short plate the contacts keep the field straight, and the current tilts by $\theta$. On the diagonal of the square the tilt is shared equally. For $\theta=45^\circ$ the numerical solution has a field tilt of $22.49^\circ$ at the centre, against $22.5^\circ$.

### Rectangles and limits

Now let the plate have length $L$ between the contacts and width $W$. Definition (4) and its consequences stay the same, with $V'=sI$ and $I'=V/s$. After reflection, however, the plate has length $W$ and width $L$. The resistance depends on the shape through $L/W$ alone, because a common stretch of both coordinates changes neither $V$ nor $I$. The result is

$$R(L/W)\,R(W/L)=s^2. \tag{8}$$

The square is the case in which the two factors are equal. For $\rho_{xx}=\rho_{xy}=1\ \Omega$ the finite elements give $R(2)=2.4401\ \Omega$ and $R(1/2)=0.8197\ \Omega$. Their product is $2.0001\ \Omega^2$, against $s^2=2\ \Omega^2$.

The extreme shapes agree with (8). When $L\gg W$, the current is uniform with $J_y=0$ over most of the plate, so $R\simeq\rho_{xx}L/W$. When $L\ll W$, the field is uniform with $E_y=0$, so $J_x=\sigma_{xx}E_x$ and $R\simeq(s^2/\rho_{xx})L/W$. The product of the first expression at $L/W$ and the second at $W/L$ is $s^2$.

For the square, a weak Hall effect gives

$$R\simeq\rho_{xx}\left(1+\frac{\rho_{xy}^2}{2\rho_{xx}^2}\right). \tag{9}$$

The second term is a geometric magnetoresistance. It is present even if $\rho_{xx}$ does not depend on the field, because the contacts short part of the Hall voltage and so bend the current. In the opposite limit $|\rho_{xy}|\gg\rho_{xx}$, $R$ tends to $|\rho_{xy}|$. The plate then dissipates $I^2|\rho_{xy}|$ although its local resistivity $\rho_{xx}$ is small. At $\rho_{xx}=0$ the uniqueness proof fails, so (1) is to be read there as a limit.

### Where the argument breaks

If $\rho_{yy}\neq\rho_{xx}$, the quarter turn no longer commutes with $\rho$, and (5) fails. A square with $\rho_{xx}=1$, $\rho_{yy}=4$ and $\rho_{xy}=-\rho_{yx}=1\ \Omega$ has a computed resistance of $1.175\ \Omega$, whereas $\sqrt{\rho_{xx}^2+\rho_{xy}^2}=1.414\ \Omega$.

The reason can be seen by a change of scale, $y=\lambda\tilde y$. The potential and the current through any line element are kept, so $\tilde E_y=\lambda E_y$ and $\tilde J_x=\lambda J_x$, while $E_x$ and $J_y$ are unchanged. The new diagonal resistivities are $\rho_{xx}/\lambda$ and $\lambda\rho_{yy}$, and the Hall term stays the same. The diagonal values are equal for $\lambda=\sqrt{\rho_{xx}/\rho_{yy}}=1/2$. The width becomes $L/\lambda=2L$, so the anisotropic square is equivalent to an isotropic rectangle with $L/W=1/2$. It obeys (8), not (1), with $s^2$ taken from the rescaled tensor: $s^2=\rho_{xx}\rho_{yy}+\rho_{xy}^2=5\ \Omega^2$.

## Second half: the resistance from a conformal map

The symbols are those of the first half. The square plate has side $L$, contacts at $x=0$ and $x=L$, and insulating edges at $y=0$ and $y=L$. The sheet resistivity has the components $\rho_{xx}=\rho_{yy}=s\cos\theta$ and $\rho_{xy}=-\rho_{yx}=s\sin\theta$, with $|\theta|<\pi/2$. Its inverse is $\sigma=\rho^T/s^2$. The edge conditions are $E_y=0$ on the contacts and $J_y=0$ on the free edges. One result is taken over: for a given voltage there is at most one field with finite dissipation. The duality relations are not used.

Duality has given $R=s$ for the square and the product rule (8) for rectangles. It remains to construct the field by a conformal map, which yields $R=s$ independently and the resistance of each rectangle, and to apply the result to a copper film.
